# The Mermin-Kohn-Sham equations: orbitals and occupations at finite temperature, part 1

(Sections cited here and not found follow in the second part.)

## The situation

Consider electrons in a metal or in an atom, at a temperature where the thermal energy $k_BT$ is comparable with or larger than the spacing of the levels. No single wave function describes them. They form a statistical mixture of many-electron states, and equilibrium is a compromise between low energy and high entropy. Ground-state Kohn-Sham theory fills the lowest orbitals with one electron each, and that rule has no place for temperature. Two questions arise: which one-electron equation the orbitals obey at finite temperature, and how strongly each orbital is occupied. Both answers follow from minimizing one functional.

## Conventions and the first assumption

Hartree atomic units are used, $\tau = k_BT > 0$ is an energy, and entropies are in units of $k_B$. The Hamiltonian is $\hat H = \hat T + \hat W + \int v\,\hat n\,d^3r$, with kinetic energy $\hat T$, electron repulsion $\hat W$, external potential $v(\mathbf r)$ and density operator $\hat n(\mathbf r)$. The electrons exchange particles with a reservoir at chemical potential $\mu$. A state is a statistical operator $\rho$ on Fock space: Hermitian, non-negative, of unit trace. Tr is the trace over Fock space, tr the trace over one-electron states. Define

$$u = v-\mu,\qquad \hat K = \hat H - \mu\hat N = \hat T+\hat W+\int u\,\hat n\,d^3r .$$

Assumption (a): $Z = \mathrm{Tr}\,e^{-\hat K/\tau}$ is finite. This holds in a box, in a potential that grows like a power of the distance, such as a harmonic well, or in a finite basis. It fails for an atom in infinite space: free electrons in a volume $\mathcal V$ have $2\mathcal V\,d^3k/(2\pi)^3$ states with Boltzmann factor $e^{-(k^2/2-\mu)/\tau}$, and the Gaussian integral gives $2\mathcal V(\tau/2\pi)^{3/2}e^{\mu/\tau}$, which grows without limit with $\mathcal V$.

## The Gibbs variational principle

The tool is the Klein inequality. Let $\rho=\sum_a p_a|a\rangle\langle a|$ and $\sigma=\sum_b q_b|b\rangle\langle b|$ be statistical operators with all $q_b>0$, and let $w_{ab}=|\langle a|b\rangle|^2$. Completeness of each basis gives $\sum_a w_{ab}=\sum_b w_{ab}=1$. Evaluating the traces in the basis $|a\rangle$,

$$\mathrm{Tr}\,\rho(\ln\rho-\ln\sigma)=\sum_{ab}w_{ab}\,p_a\ln\frac{p_a}{q_b}.$$

For $x>0$, $\ln x\le x-1$, with equality only at $x=1$. With $x=q_b/p_a$ this gives $p_a\ln(p_a/q_b)=-p_a\ln x\ge p_a-q_b$. For $p_a=0$ the left side is $0$, which exceeds $-q_b$. Hence

$$\mathrm{Tr}\,\rho(\ln\rho-\ln\sigma)\ \ge\ \sum_{ab}w_{ab}(p_a-q_b)=\sum_a p_a-\sum_b q_b=0. \tag{1}$$

Equality needs $p_a=q_b$ wherever $w_{ab}\neq0$. Then $\langle a|\rho-\sigma|b\rangle=(p_a-q_b)\langle a|b\rangle=0$ for all $a,b$, so $\rho=\sigma$.

Define the entropy $S[\rho]=-\mathrm{Tr}\,\rho\ln\rho$ and the trial grand potential $\Omega[\rho]=\mathrm{Tr}\,\rho\hat K-\tau S[\rho]$. The thermal state $\rho_0=e^{-\hat K/\tau}/Z$ has $\tau\ln\rho_0=-\hat K-\tau\ln Z$, that is $\hat K=\Omega_0-\tau\ln\rho_0$ with $\Omega_0=-\tau\ln Z$. Inserting this and using (1),

$$\Omega[\rho]-\Omega_0=\tau\,\mathrm{Tr}\,\rho(\ln\rho-\ln\rho_0)\ \ge 0, \tag{2}$$

with equality only for $\rho=\rho_0$.

## The density as the variable

Carry out the minimization (2) in two moves: first over all $\rho$ that give one density $n(\mathbf r)=\mathrm{Tr}\,\rho\,\hat n(\mathbf r)$, written $\rho\to n$, then over $n$. The term $\int u\,n$ is constant during the first move, so

$$\Omega_0=\min_n\Big\{F[n]+\int u\,n\,d^3r\Big\},\qquad F[n]=\min_{\rho\to n}\big\{\mathrm{Tr}\,\rho(\hat T+\hat W)-\tau S[\rho]\big\}. \tag{3}$$

$F$ does not depend on $v$ or $\mu$, but it depends on $\tau$.

Mermin's theorem states that the equilibrium density fixes $u$. Take $u\ne u'$ with thermal states $\rho_0,\rho_0'$ and densities $n,n'$. The states differ: if they were equal, their logarithms would give $\int(u-u')\hat n=\text{const}$; on the vacuum the constant is zero, and on one-electron states all matrix elements of $u-u'$ then vanish, so $u=u'$ when these states are complete. In a finite basis of functions only the matrix of $u$ enters, and the theorem holds with $u\ne u'$ read as a difference of these matrices. Using $\rho_0'$ as trial state for $u$, and then the reverse, (2) gives

$$\Omega_0<\Omega_0'+\int(u-u')\,n',\qquad \Omega_0'<\Omega_0+\int(u'-u)\,n .$$

Adding the two and cancelling $\Omega_0+\Omega_0'$ gives $\int(u-u')(n-n')\,d^3r<0$, which is impossible if $n=n'$.

Now repeat the search in (3) without the repulsion, and name what is left over:

$$F_s[n]=\min_{\rho\to n}\big\{\mathrm{Tr}\,\rho\hat T-\tau S[\rho]\big\},\qquad F_{xc}[n]=F[n]-F_s[n]-E_H[n], \tag{4}$$

with $E_H=\tfrac12\iint n(\mathbf r)n(\mathbf r')/|\mathbf r-\mathbf r'|$. This defines the exchange-correlation free energy exactly. It inherits a dependence on $\tau$ from $F$ and $F_s$.

## The noninteracting entropy

The search in $F_s$ runs over operators on Fock space and can be reduced to a search over one-electron quantities. Take an orthonormal basis of spin orbitals with operators $c_p,c_p^\dagger$ and define the one-body density matrix $\gamma_{pq}=\mathrm{Tr}\,\rho\,c_q^\dagger c_p$. For a one-body operator $\hat O=\sum_{pq}o_{pq}c_p^\dagger c_q$,

$$\mathrm{Tr}\,\rho\hat O=\sum_{pq}o_{pq}\gamma_{qp}=\mathrm{tr}(o\gamma),$$

so the kinetic energy, the density and $N=\mathrm{tr}\,\gamma$ depend on $\rho$ only through $\gamma$. The matrix is Hermitian, so $\gamma=\sum_i f_i|\phi_i\rangle\langle\phi_i|$ with a complete orthonormal set of spin orbitals $\phi_i$. With $d_i^\dagger=\sum_p\phi_{i,p}c_p^\dagger$, which obey the same anticommutation rules because the change of basis is unitary,

$$\langle d_i^\dagger d_j\rangle=\sum_{pq}\phi_{j,q}^*\gamma_{qp}\phi_{i,p}=f_i\,\delta_{ij}.$$

The number operator $\hat n_i=d_i^\dagger d_i$ satisfies $\hat n_i^2=d_i^\dagger(1-d_i^\dagger d_i)d_i=\hat n_i$, since $d_id_i=0$. Its eigenvalues are therefore 0 and 1, and its average obeys $0\le f_i\le1$. With $s$ the spin coordinate,

$$n(\mathbf r)=\sum_i f_i\sum_s|\phi_i(\mathbf r,s)|^2,\qquad T_s=\sum_i f_i\langle\phi_i|-\tfrac12\nabla^2|\phi_i\rangle .$$

At given $\gamma$, only the entropy in (4) is free, and it must be as large as possible. Take first $0<f_i<1$. Let $\sigma_\gamma$ be the ensemble in which the determinant with occupation numbers $m_i\in\{0,1\}$ has probability $P=\prod_i f_i^{m_i}(1-f_i)^{1-m_i}$: each orbital is filled independently with probability $f_i$. The sum of $P$ over all determinants factorizes into $\prod_i[f_i+(1-f_i)]=1$. In the same way $\langle\hat n_i\rangle=f_i$, and $\langle d_i^\dagger d_j\rangle=0$ for $i\ne j$ because this operator turns each determinant into a different one. So $\sigma_\gamma$ has the density matrix $\gamma$. Its logarithm is $\ln P$ with $m_i$ replaced by $\hat n_i$:

$$\ln\sigma_\gamma=\sum_i\big[\hat n_i\ln f_i+(1-\hat n_i)\ln(1-f_i)\big]. \tag{5}$$

For any $\rho$ with this $\gamma$, $\mathrm{Tr}\,\rho\,\hat n_i=f_i$, so

$$-\mathrm{Tr}\,\rho\ln\sigma_\gamma=S_s\equiv\sum_i s(f_i),\qquad s(f)=-f\ln f-(1-f)\ln(1-f). \tag{6}$$

Choosing $\rho=\sigma_\gamma$ shows $S[\sigma_\gamma]=S_s$. For every other $\rho$, (1) reads $-S[\rho]+S_s>0$. So $S_s$ is the largest entropy compatible with $\gamma$, and $\sigma_\gamma$ attains it. If some $f_i=0$, then $\sum_ap_a\langle a|\hat n_i|a\rangle=0$ forces that orbital to be empty in every state with $p_a>0$; it drops out of the Fock space, the argument applies to the remaining orbitals, and $s(0)=0$ accounts for it. The case $f_i=1$ is the same with $1-\hat n_i$.

Every set $\{\phi_i,f_i\}$ with $0\le f_i\le1$ comes from some ensemble, namely $\sigma_\gamma$. Hence $F_s[n]=\min_{\gamma\to n}\{T_s-\tau S_s\}$. Put this and (4) into (3). A minimum over $\gamma\to n$ followed by a minimum over $n$ is a minimum over all $\gamma$:

$$\Omega_0=\min_{\{\phi_i,f_i\}}\Omega,\qquad \Omega=E-\tau S_s-\mu\sum_if_i,\qquad E=T_s+\int v\,n+E_H[n]+F_{xc}[n]. \tag{7}$$

With the exact $F_{xc}$, $E$ is not the internal energy, because $F_{xc}$ contains an entropy term.

## First variation of $E$

Assumption (b): the minimum in (7) is attained, and at the minimizing density $F_{xc}$ has a functional derivative, $\delta F_{xc}=\int v_{xc}\,\delta n$ to first order. For an explicit approximation such as the local density approximation (LDA) this can be checked; for the exact functional in continuous space it is assumed.

Change $\gamma$ by $\delta\gamma$. The kinetic term is linear, $\delta T_s=\mathrm{tr}(-\tfrac12\nabla^2\,\delta\gamma)$. For any local potential $g$, $\int g\,\delta n=\mathrm{tr}(g\,\delta\gamma)$, because $\int g\,\hat n$ is a one-body operator. In $E_H$ either factor $n$ can be varied; the two terms are equal by the symmetry $\mathbf r\leftrightarrow\mathbf r'$, which cancels the $\tfrac12$ and gives $\delta E_H=\int v_H\,\delta n$ with $v_H(\mathbf r)=\int n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$. Together,

$$\delta E=\mathrm{tr}(h\,\delta\gamma),\qquad h=-\tfrac12\nabla^2+v+v_H+v_{xc}. \tag{8}$$

Write $h_{ij}=\langle\phi_i|h|\phi_j\rangle$.

## Varying the orbitals

Mix two orbitals at fixed occupations, with an angle $x$ and a phase $\alpha$:

$$\phi_i'=\cos x\,\phi_i+e^{i\alpha}\sin x\,\phi_j,\qquad \phi_j'=-e^{-i\alpha}\sin x\,\phi_i+\cos x\,\phi_j .$$

Both have norm $\cos^2x+\sin^2x=1$, and $\langle\phi_i'|\phi_j'\rangle=-e^{-i\alpha}\cos x\sin x+e^{-i\alpha}\sin x\cos x=0$, so no Lagrange multipliers are needed. To first order in $x$, with $B=e^{i\alpha}|\phi_j\rangle\langle\phi_i|+e^{-i\alpha}|\phi_i\rangle\langle\phi_j|$, the projector on $\phi_i$ changes by $+xB$ and the projector on $\phi_j$ by $-xB$. Thus $\delta\gamma=x(f_i-f_j)B$. The terms $S_s$ and $\sum f_i$ depend on occupations alone and do not change. Using $\mathrm{tr}(h|\phi_j\rangle\langle\phi_i|)=h_{ij}$ and $h_{ji}=h_{ij}^*$ in (8),

$$\frac{d\Omega}{dx}\Big|_{x=0}=2(f_i-f_j)\,\mathrm{Re}\big(e^{i\alpha}h_{ij}\big). \tag{9}$$

At the minimum this vanishes for every $\alpha$. The choices $\alpha=0$ and $\alpha=-\pi/2$ give the real and the imaginary part of $h_{ij}$, so $h_{ij}=0$ whenever $f_i\ne f_j$.

For orbitals with a common occupation $f$, (9) says nothing. Their contribution to $\gamma$ is $f$ times the projector on the space they span, which is the same for any orthonormal basis of that space. Choose the basis that diagonalizes the Hermitian block $h_{ij}$. This leaves $\gamma$, $n$ and $h$ unchanged, and the elements connecting to other blocks stay zero, being linear combinations of zeros. Now $h_{ij}=\varepsilon_j\delta_{ij}$ for all pairs, and completeness gives $h\phi_j=\sum_i\phi_i h_{ij}$, so

$$\big(-\tfrac12\nabla^2+v+v_H+v_{xc}\big)\phi_i=\varepsilon_i\phi_i. \tag{10}$$

In a finite basis the same steps give the eigenvalue equation of the matrix of $h$ in that basis.

The orbitals at the minimum of (7) can be chosen to obey the one-electron equation (10), which answers the first of the two questions. How strongly each orbital is occupied remains to be found, by varying the $f_i$.
